# Adatom attachment on a terrace with an Ehrlich-Schwoebel barrier: a program that tests the result

```python
"""
Result under test: on a terrace of width L between an ascending step (x = 0)
and a descending step (x = L), under uniform deposition, the fraction of atoms
attaching to the ascending step is
    p = (L/2 + l_down) / (L + l_down + l_up),
which is 5/6 for L = 50, l_down = 100, l_up = 0.
l_down, l_up: kinetic lengths, diffusion coefficient / attachment velocity.
Lengths are in sites (atomic rows). On the lattice, with row-to-row rate w and
edge-crossing rate w*exp(-E/kT), l_down = exp(E/kT) - 1.
The example uses rough typical values for Ni on Ni(111).
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge
from scipy.integrate import solve_bvp, quad


def fraction_up(width, l_down, l_up=0.0):
    return (width / 2 + l_down) / (width + l_down + l_up)


def solve_terrace(width, l_down, l_up=0.0, speed=0.0, loss=0.0):
    """Steady density in units of F/D, in the frame of the moving steps.
    speed = step speed / D, loss = desorption rate / D.
    Returns the fractions going up and down, and the density function."""
    def equations(x, y):
        return np.vstack((y[1], -1.0 - speed * y[1] + loss * y[0]))

    def edges(left, right):
        into_up = left[1] + speed * left[0]
        into_down = -(right[1] + speed * right[0])
        return np.array([left[0] - l_up * into_up,
                         right[0] - l_down * into_down])

    mesh = np.linspace(0, width, 101)
    sol = solve_bvp(equations, edges, mesh, np.zeros((2, mesh.size)), tol=1e-8)
    assert sol.status == 0
    left, right = sol.y[:, 0], sol.y[:, -1]
    up = (left[1] + speed * left[0]) / width
    down = -(right[1] + speed * right[0]) / width
    return up, down, lambda x: sol.sol(x)[0]


def lattice_splitting(width, edge_factor):
    """Probability of reaching row 0 before row 'width' from each row.
    All hops have rate 1 except the last one over the edge."""
    size = width - 1
    matrix = np.zeros((size, size))
    source = np.zeros(size)
    for j in range(size):
        rate_down = edge_factor if j == size - 1 else 1.0
        matrix[j, j] = 1.0 + rate_down
        if j > 0:
            matrix[j, j - 1] = -1.0
        else:
            source[j] = 1.0
        if j < size - 1:
            matrix[j, j + 1] = -rate_down
    return np.linalg.solve(matrix, source)


# Inputs of the exercise and rough inputs of the example
L, l_down = 50, 100.0
temperature = 400.0         # K
flux = 0.01                 # monolayers per second
terrace_barrier = 0.3       # eV, rough
prefactor = 1e13            # 1/s, rough
lattice_parameter = 0.35    # nm, rough
desorption_energy = 3.0     # eV, rough
capture_number = 3.0        # rough

# Continuum: boundary-value solutions against the formula
for width, ld, lu in [(50, 100, 0), (50, 0, 0), (30, 7, 2), (80, 15, 40),
                      (50, 1e4, 0)]:
    up, down, _ = solve_terrace(width, ld, lu)
    assert abs(up - fraction_up(width, ld, lu)) < 1e-6
    assert abs(up + down - 1) < 1e-6
p_up, p_down, density = solve_terrace(L, l_down)
assert abs(p_up - 5 / 6) < 1e-7

# Density profile and position of its maximum
x0 = L * fraction_up(L, l_down)
points = np.linspace(0, L, 5001)
assert np.allclose(density(points), x0 * points - points**2 / 2, atol=1e-5)
peak_position = points[np.argmax(density(points))]
assert abs(peak_position - x0) < 0.02
mean_density = quad(density, 0, L)[0] / L
mean_square = quad(lambda x: density(x)**2, 0, L)[0] / L

# Lattice: Arrhenius rates against the continuum splitting probability
kT = k_boltzmann * temperature / charge
step_barrier = kT * np.log(1 + l_down)
edge_factor = np.exp(-step_barrier / kT)
split = lattice_splitting(L, edge_factor)
rows = np.arange(1, L)
assert np.allclose(split, (L + l_down - rows) / (L + l_down), atol=1e-10)
lattice_interior = split.mean()
assert abs(lattice_interior - 5 / 6) < 1e-10
lattice_all = (1 + split.sum()) / L
lattice_funnel = (1 + split[:-1].sum()) / L

# Random walks of single atoms landing on interior rows
rng = np.random.default_rng(7)
walkers = 20000
position = rng.integers(1, L, size=walkers)
reached_up = 0
edge_choice = edge_factor / (1 + edge_factor)
while position.size:
    chance = np.where(position == L - 1, edge_choice, 0.5)
    position = position + np.where(rng.random(position.size) < chance, 1, -1)
    reached_up += np.count_nonzero(position == 0)
    position = position[(position > 0) & (position < L)]
walk_fraction = reached_up / walkers
walk_error = np.sqrt(walk_fraction * (1 - walk_fraction) / walkers)
assert abs(walk_fraction - 5 / 6) < 4 * walk_error  # four standard errors

# Step motion changes the fraction by less than speed*L/D
test_peclet = 0.01
moving_up, moving_down, _ = solve_terrace(L, l_down, speed=test_peclet / L)
assert abs(moving_up + moving_down - 1) < 1e-6
assert 1e-5 < abs(moving_up - p_up) < test_peclet

# Weak desorption removes the fraction loss * mean density
test_loss = 1e-6
lossy_up, lossy_down, _ = solve_terrace(L, l_down, loss=test_loss)
lost = 1 - lossy_up - lossy_down
assert abs(lost / (test_loss * mean_density) - 1) < 5e-3  # first order only

# Worked example
row_spacing = lattice_parameter * np.sqrt(3) / (2 * np.sqrt(2))
hop_rate = prefactor * np.exp(-terrace_barrier / kT)
coverage_unit = flux / hop_rate
peclet = flux * L**2 / hop_rate
desorption_rate = prefactor * np.exp(-desorption_energy / kT)
desorbed = desorption_rate / hop_rate * mean_density
# Diffusion coefficient per site area on the triangular lattice
diffusion_per_site = hop_rate * np.sqrt(3) / 2
nuclei = (L**2 * capture_number * diffusion_per_site
          * mean_square * coverage_unit**2 / flux)
one_site_up = solve_terrace(L, l_down, 1.0)[0]

print(f"Terrace width: {L} sites = {L * row_spacing:.2f} nm")
print(f"Descending kinetic length: {l_down:.0f} sites"
      f" = {l_down * row_spacing:.2f} nm")
print(f"Fraction to ascending step, boundary-value solver: {p_up:.6f}")
print(f"Fraction to descending step, boundary-value solver: {p_down:.6f}")
print(f"Position of density maximum x0: {x0:.3f} sites")
print(f"Lattice fraction, interior rows: {lattice_interior:.6f}")
print(f"Random-walk fraction: {walk_fraction:.4f} +/- {walk_error:.4f}"
      f" ({walkers} atoms)")
print(f"Chance to go up from last row (row {L - 1}): {split[-1]:.4f}")
print("--- Example: Ni on Ni(111), rough inputs ---")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Deposition rate: {flux:.3f} monolayer/s")
print(f"Terrace diffusion barrier: {terrace_barrier:.2f} eV")
print(f"Prefactor: {prefactor:.1e} 1/s")
print(f"Lattice parameter: {lattice_parameter:.2f} nm;"
      f" row spacing: {row_spacing:.4f} nm")
print(f"Inferred extra step barrier: {step_barrier:.4f} eV")
print(f"Edge rate / terrace rate: {edge_factor:.5f}")
print(f"Row-to-row hop rate: {hop_rate:.3e} 1/s")
print(f"Arrivals at ascending step: {flux * L * p_up:.4f} 1/s per edge site")
print(f"Arrivals at descending step: {flux * L * p_down:.4f}"
      " 1/s per edge site")
print(f"Step speed: {flux * L:.3f} rows/s"
      f" = {flux * L * row_spacing:.4f} nm/s")
print(f"Adatom coverage, mean: {mean_density * coverage_unit:.3e} monolayer")
print(f"Adatom coverage, maximum: {density(x0) * coverage_unit:.3e} monolayer")
print(f"Adatom coverage, descending edge: {density(L) * coverage_unit:.3e}"
      " monolayer")
for other in (350.0, 450.0):
    other_kT = k_boltzmann * other / charge
    other_length = np.exp(step_barrier / other_kT) - 1
    other_up = solve_terrace(L, other_length)[0]
    print(f"At {other:.0f} K, same barrier: kinetic length"
          f" {other_length:.1f} sites, fraction up {other_up:.4f}")
print("--- Size of neglected effects ---")
print(f"Lattice fraction, all {L} rows counted: {lattice_all:.5f}")
print(f"Same, last row funnels down: {lattice_funnel:.5f}"
      f" (change {lattice_funnel - lattice_all:+.5f})")
print(f"Fraction with ascending kinetic length 1 site: {one_site_up:.5f}")
print(f"Step motion, speed*L/D: {peclet:.2e}")
print(f"Desorption energy: {desorption_energy:.1f} eV;"
      f" desorbed fraction: {desorbed:.1e}")
print(f"Capture number: {capture_number:.0f}; nuclei per {L} x {L} site patch"
      f" per monolayer: {nuclei:.3f}")
print(f"Barrier shift for tenfold prefactor ratio: {kT * np.log(10):.4f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
Terrace width: 50 sites = 10.72 nm
Descending kinetic length: 100 sites = 21.43 nm
Fraction to ascending step, boundary-value solver: 0.833333
Fraction to descending step, boundary-value solver: 0.166667
Position of density maximum x0: 41.667 sites
Lattice fraction, interior rows: 0.833333
Random-walk fraction: 0.8358 +/- 0.0026 (20000 atoms)
Chance to go up from last row (row 49): 0.6733
--- Example: Ni on Ni(111), rough inputs ---
Temperature: 400 K; kT: 0.03447 eV
Deposition rate: 0.010 monolayer/s
Terrace diffusion barrier: 0.30 eV
Prefactor: 1.0e+13 1/s
Lattice parameter: 0.35 nm; row spacing: 0.2143 nm
Inferred extra step barrier: 0.1591 eV
Edge rate / terrace rate: 0.00990
Row-to-row hop rate: 1.660e+09 1/s
Arrivals at ascending step: 0.4167 1/s per edge site
Arrivals at descending step: 0.0833 1/s per edge site
Step speed: 0.500 rows/s = 0.1072 nm/s
Adatom coverage, mean: 3.765e-09 monolayer
Adatom coverage, maximum: 5.229e-09 monolayer
Adatom coverage, descending edge: 5.019e-09 monolayer
At 350 K, same barrier: kinetic length 194.3 sites, fraction up 0.8977
At 450 K, same barrier: kinetic length 59.5 sites, fraction up 0.7716
--- Size of neglected effects ---
Lattice fraction, all 50 rows counted: 0.83667
Same, last row funnels down: 0.82320 (change -0.01347)
Fraction with ascending kinetic length 1 site: 0.82781
Step motion, speed*L/D: 1.51e-08
Desorption energy: 3.0 eV; desorbed fraction: 6.0e-32
Capture number: 3; nuclei per 50 x 50 site patch per monolayer: 0.018
Barrier shift for tenfold prefactor ratio: 0.0794 eV
ALL CHECKS PASSED
```
